# Rice-Wang Work of Grain-Boundary Separation at Fixed Segregant Coverage, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From adsorption to the work of separation

### Two wrong answers for one boundary

Suppose that a solute atom lowers the free energy of a metal by 0.30 eV when it moves from the bulk to a grain boundary. If this number alone is entered into the energy balance of fracture, the boundary seems to have become stronger. At 7.04 atoms per nm² the apparent gain is $0.30\times7.040=2.11$ eV/nm², or 0.34 J/m². But the same atom may gain 0.50 eV at a free surface. The separated state is then stabilized more than the boundary, and the work of separation falls by 0.23 J/m². Leaving out the surface has reversed the sign.

A second error has the right ingredients but the wrong constraint. If the new surfaces are assumed to fill up with solute from the bulk while they form, the same boundary appears to lose 0.69 J/m². That describes slow separation in contact with a reservoir. It does not describe a separation in which the solute already at the boundary stays on the two new surfaces and no more arrives.

The Rice-Wang result avoids both errors. In its simplest form it reads

$$W(\Gamma)=W(0)-(g_b-g_s)\,\Gamma. \tag{1}$$

Here $W$ is the ideal work of separation per unit area, $\Gamma$ is the number of segregant atoms per unit boundary area, and $g_b$ and $g_s$ are the free energies of segregation per atom from the bulk to the boundary and to a free surface. A negative value means attraction. If the surface attracts more strongly, then $g_b-g_s>0$ and $W$ falls.

Equation (1) holds under conditions that an implementation has to check. The derivation starts from a more general result and reaches (1) by stating them.

### What is held fixed

The boundary is opened isothermally and reversibly until the two new surfaces no longer interact. No solute enters or leaves the boundary region. Each surface keeps $\Gamma/2$, and the atoms on it take up their equilibrium arrangement for that coverage. The two surfaces are taken to be equivalent. External pressure is negligible.

The work $W$ is the change of Helmholtz free energy per unit boundary area. It contains no plastic work. "Area" means area added as more of the same interface, not area gained by stretching an existing one, so $\gamma$ below is an interface free energy and not a surface stress.

The solute is substitutional. A solute atom that arrives at an interface replaces a host atom, which goes into the bulk. The natural variable is therefore the exchange potential, the free energy needed to replace a host atom by a solute atom.

### The adsorption equation

Take a body with $N_h$ host atoms, $N_B$ solute atoms and an interface of area $A$, in equilibrium at constant temperature. With chemical potentials $\mu_h$ and $\mu_B$,

$$dF=\mu_h\,dN_h+\mu_B\,dN_B+\gamma\,dA. \tag{2}$$

Two such bodies side by side have twice the atoms, twice the area and twice the free energy. Thus $F$ is homogeneous of first degree in $N_h$, $N_B$ and $A$, and Euler's theorem gives

$$F=\mu_hN_h+\mu_BN_B+\gamma A. \tag{3}$$

Differentiating (3) and subtracting (2) leaves

$$A\,d\gamma=-N_h\,d\mu_h-N_B\,d\mu_B. \tag{4}$$

Let the bulk have solute fraction $x$. The same relation for bulk metal without an interface is $(1-x)d\mu_h+x\,d\mu_B=0$. Define $\tilde\mu=\mu_B-\mu_h$ and insert $d\mu_B=d\mu_h+d\tilde\mu$. Then

$$d\mu_h=-x\,d\tilde\mu,\qquad d\mu_B=(1-x)\,d\tilde\mu. \tag{5}$$

Equation (4) becomes

$$A\,d\gamma=\left[xN_h-(1-x)N_B\right]d\tilde\mu=-\left[N_B-x(N_h+N_B)\right]d\tilde\mu. \tag{6}$$

The last bracket is the amount of solute beyond what the same total number of atoms would contain in the bulk. Divided by $A$ it is the excess coverage $\Gamma$. For a dilute bulk it equals the number of solute atoms on the interface sites, apart from a correction of order $x$ times the number of sites. This correction is small beside $\Gamma$ only if the interface sites are occupied far more often than bulk sites, that is, for strong segregation.

A constant may be subtracted from $\tilde\mu$ without changing its differential. We write $\mu=\tilde\mu-\tilde\mu_0$ and choose $\tilde\mu_0$ so that the dilute bulk has $\mu=kT\ln[x/(1-x)]$. The adsorption equation is then

$$d\gamma=-\Gamma\,d\mu. \tag{7}$$

### The free energy at given coverage

Equation (7) describes an interface that exchanges atoms with a reservoir. For separation at fixed coverage we need a function whose variable is $\Gamma$. Define

$$f=\gamma+\mu\Gamma. \tag{8}$$

Its differential is

$$df=d\gamma+\mu\,d\Gamma+\Gamma\,d\mu=\mu\,d\Gamma, \tag{9}$$

because the first and third terms cancel by (7).

To see that $f$ is the quantity that enters the work, put $N=N_h+N_B$ and $N_B=xN+A\Gamma$ into (3):

$$F=\mu_hN+\tilde\mu N_B+\gamma A
=N(\mu_h+x\tilde\mu)+A(f+\tilde\mu_0\Gamma). \tag{10}$$

The first term is the free energy of $N$ bulk atoms. The rest belongs to the interface. In a dilute bulk, the free energy of an interface with a given number of occupied sites does not depend on $x$. The function $f(\Gamma)$ can therefore be obtained from equilibrium states and still be used after exchange with the bulk has stopped, when interface and bulk no longer share one exchange potential.

During separation, $N$, $x$ and the total interface solute $A\Gamma$ are unchanged. The bulk term and the term with $\tilde\mu_0$ are the same before and after. What remains is

$$W(\Gamma)=2f_s(\Gamma/2)-f_b(\Gamma), \tag{11}$$

where $b$ denotes the boundary and $s$ one free surface.

### The general result

At zero coverage $f$ equals the clean interface energy $\gamma_0$. The product $\mu\Gamma$ vanishes there, since $\mu$ diverges only as $\ln\Gamma$. Integrating (9) gives

$$f_b(\Gamma)=\gamma_{b0}+\int_0^\Gamma\mu_b(\Gamma')\,d\Gamma', \tag{12}$$

$$2f_s(\Gamma/2)=2\gamma_{s0}+2\int_0^{\Gamma/2}\mu_s(y)\,dy
=2\gamma_{s0}+\int_0^\Gamma\mu_s(\Gamma'/2)\,d\Gamma'. \tag{13}$$

In (13) the substitution $y=\Gamma'/2$ has produced a factor one half, which cancels the factor two for the two surfaces. Hence

$$W(\Gamma)=W(0)-\int_0^\Gamma\left[\mu_b(\Gamma')-\mu_s(\Gamma'/2)\right]d\Gamma', \tag{14}$$

with $W(0)=2\gamma_{s0}-\gamma_{b0}$. No model of the sites has been used. Each added atom changes the work by the difference between its exchange potential on the surface and at the boundary, each taken at the coverage already present.

### Independent sites

Let an interface have $M$ equivalent sites and $N_B$ solute atoms that do not interact. The partition function relative to the clean interface is the number of arrangements times $e^{-N_Bg/kT}$. For large numbers Stirling's formula gives

$$\ln\binom{M}{N_B}\simeq-N_B\ln\frac{N_B}{M}-(M-N_B)\ln\left(1-\frac{N_B}{M}\right). \tag{15}$$

With $n=M/A$ sites per area, $f=\gamma_0-(kT/A)\ln Z$ becomes

$$f=\gamma_0+g\Gamma+kT\left[\Gamma\ln\frac{\Gamma}{n}+(n-\Gamma)\ln\left(1-\frac{\Gamma}{n}\right)\right]. \tag{16}$$

In the derivative of the bracket the first term gives $\ln(\Gamma/n)+1$ and the second gives $-\ln(1-\Gamma/n)-1$. With $\theta=\Gamma/n$ this yields

$$\mu=g+kT\ln\frac{\theta}{1-\theta}. \tag{17}$$

So $g$ is a segregation free energy without the entropy of mixing. It may include vibrational entropy.

For two surfaces with $n_s$ sites each, (16) gives

$$2f_s(\Gamma/2)=2\gamma_{s0}+g_s\Gamma+kT\left[\Gamma\ln\frac{\Gamma}{2n_s}+(2n_s-\Gamma)\ln\left(1-\frac{\Gamma}{2n_s}\right)\right]. \tag{18}$$

Subtracting $f_b(\Gamma)$ with $n_b$ sites, and joining the two logarithms that multiply $\Gamma$, we find

$$W(\Gamma)=W(0)-(g_b-g_s)\Gamma+kT\,C, \tag{19}$$

$$C=\Gamma\ln\frac{n_b}{2n_s}+(2n_s-\Gamma)\ln\left(1-\frac{\Gamma}{2n_s}\right)-(n_b-\Gamma)\ln\left(1-\frac{\Gamma}{n_b}\right). \tag{20}$$

If $n_b=2n_s$, the logarithm in the first term is zero and the other two terms cancel. Equation (1) then holds at any coverage within this model. The condition has a simple picture. If each boundary site lies in one of the two planes that become surfaces, a random arrangement is carried over unchanged, and opening the boundary creates no entropy of mixing.

Low coverage does not replace this condition. For small $\Gamma$, $(m-\Gamma)\ln(1-\Gamma/m)=-\Gamma+\Gamma^2/(2m)+\dots$. The two terms $-\Gamma$ cancel in (20), and

$$C\simeq\Gamma\ln\frac{n_b}{2n_s}. \tag{21}$$

This is linear in $\Gamma$, like the energy term. It replaces $g_b-g_s$ by $g_b-g_s-kT\ln(n_b/2n_s)$. With fewer boundary sites than there are on the two surfaces together, the solute gains room on separation, and this contribution lowers $W$. This counts the additional surface sites as empty before opening. They come from bulk metal with solute fraction $x$, so the term $C$ can be trusted only when $\theta\gg x$ at the boundary. For a solute with $g_b=g_s=0$ the work does not change at all, although (21) is not zero.

### When the solute atoms interact

Equation (14) remains valid when neighbouring solute atoms interact, but (1) in general does not. A row of sites with energy $w$ for each occupied neighbouring pair shows this. Let $z=e^{(\mu-g)/kT}$ and $a=ze^{-w/kT}$. The grand partition function is built from the transfer matrix with rows $(1,1)$ and $(z,a)$, whose larger eigenvalue is

$$\lambda=\tfrac12\left[1+a+\sqrt{(1-a)^2+4z}\right]. \tag{22}$$

The occupation $\theta=z\,\partial\ln\lambda/\partial z$ fixes $\mu(\theta)$, which enters (14).

The numerical test took 1000 atoms on 4000 boundary sites, going over to two surfaces with 500 atoms on 2000 sites each. In units of $kT$ the parameters were $g_b=-1.0$, $g_s=-2.5$, $w_b=-0.5$ and $w_s=2.0$. A sum over all arrangements at fixed atom number gave a change of work of $-0.2692\,kT$ per boundary site. The integral (14) gave $-0.2699\,kT$. The difference comes from the finite length of the row: rows ten and a hundred times longer give $-0.2698$ and $-0.2699\,kT$. The linear law gives $-1.5\times0.25=-0.375\,kT$ and is clearly wrong here.

Equation (14) lets the atoms rearrange along each surface. In this model the boundary row is opened by cutting it into two shorter rows. If every atom kept its place instead of rearranging, the number of occupied pairs would therefore not change on opening, apart from the one bond that is cut. (A boundary made of two facing rows or planes would in addition lose the pairs across it.) The boundary row has $-kT\,\partial\ln\lambda/\partial w=0.081$ such pairs per site, and the change of work would be $-0.375+2.5\times0.081=-0.172\,kT$.

Both interactions raise the work in this case: attraction is lost at the boundary, and repulsion is met on the surfaces. If the atoms were placed at random, there would be $\theta^2$ occupied pairs per site, and the rise would be $0.25^2\times2.5=0.156\,kT$. The calculated rise for a long row is $0.375-0.270=0.105\,kT$. The random estimate has the right sign but is about half as large again as the calculated rise.

## Part 2. Energies, constraints and a worked boundary

### Symbols and results carried over

The boundary holds $\Gamma$ solute atoms per area on $n_b$ sites per area. Each free surface has $n_s$ sites. The segregation free energies from the bulk are $g_b$ and $g_s$, negative for attraction, and $\mu$ is the exchange potential on the same bulk reference. An interface has free energy $\gamma(\mu)$ when it exchanges solute with a reservoir, with $d\gamma=-\Gamma d\mu$, and $f=\gamma+\mu\Gamma$ when its coverage is given, with $df=\mu\,d\Gamma$. At fixed coverage and equal split

$$W(\Gamma)=2f_s(\Gamma/2)-f_b(\Gamma). \tag{23}$$

For independent sites with $n_b=2n_s$ this becomes $W(\Gamma)=W(0)-(g_b-g_s)\Gamma$. For other site numbers the term $kT\,C$ of (20) is added.

At fixed coverage, the change in the work of separation follows from the difference between the exchange potentials at the boundary and on the surfaces, and it reduces to the linear law for independent sites with $n_b=2n_s$. It remains to obtain the segregation energies from atomistic calculations, to treat unequal sharing and exchange with a reservoir, and to work through a boundary in aluminium.
